# Polar-Optical Scattering Between Quantum-Well Subbands and the Nonlocal Form Factor

An electron in a quantum well moves freely in the plane and is bound along \(z\). It scatters by absorbing or emitting a longitudinal optical (LO) phonon of the surrounding polar crystal. The phonons are taken to be those of the bulk material, so they carry a perpendicular momentum \(q_z\) that the confined electron need not conserve. The problem is to find the scattering rate between two subbands and to learn what the sum over \(q_z\) leaves behind.

**Model and units.** Rydberg atomic units are used: \(\hbar=1\), \(e^2=2\), lengths in \(a_0\), energies in Ry, and a free electron has kinetic energy \(k^2\). The states are

\[
\psi_{m\mathbf k}=\frac{1}{\sqrt{\mathcal A}}\,e^{i\mathbf k\cdot\mathbf r_\parallel}\varphi_m(z),\qquad
E_{m\mathbf k}=E_m+\frac{k^2}{\mu},
\]

where \(\mathcal A\) is the area, \(\mathbf k\) is an in-plane vector and \(\mu\) is the band mass in electron masses, equal in all subbands. There is one isotropic LO branch of energy \(\omega\), without dispersion. The dielectric constant is \(\epsilon_\infty\) when the ions are held fixed and \(\epsilon_s\) when they relax; \(\gamma=1/\epsilon_\infty-1/\epsilon_s\). Screening by other carriers, phonon confinement, interface modes and image charges are left out.

## (a) How strongly does an electron couple to one phonon mode?

Write the coupling of a fixed electron density \(n(\mathbf r)\) to the phonons as

\[
H=\sum_{\mathbf q}\left[\omega a_{\mathbf q}^\dagger a_{\mathbf q}
+M_q\left(a_{\mathbf q}n_{\mathbf q}+a_{\mathbf q}^\dagger n_{\mathbf q}^*\right)\right],
\qquad n_{\mathbf q}=\int n(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r ,
\]

with \(M_q\) real. Find \(M_q^2\) from the electrostatic energy of the density.

**Solution.** Completing the square in each mode gives

\[
\omega\left(a_{\mathbf q}^\dagger+\frac{M_qn_{\mathbf q}}{\omega}\right)
\left(a_{\mathbf q}+\frac{M_qn_{\mathbf q}^*}{\omega}\right)
-\frac{M_q^2|n_{\mathbf q}|^2}{\omega}.
\]

The first term is a displaced oscillator with the old spectrum. The second is the energy gained when the ions relax around the charge.

Electrostatics gives the same energy. In a medium of dielectric constant \(\epsilon\) and volume \(V\), the Coulomb interaction has Fourier transform \(4\pi e^2/(\epsilon q^2)=8\pi/(\epsilon q^2)\), and the energy of the density is

\[
U_\epsilon=\frac12\sum_{\mathbf q}\frac{8\pi}{\epsilon Vq^2}|n_{\mathbf q}|^2 .
\]

Relaxation of the ions changes \(\epsilon_\infty\) to \(\epsilon_s\), so each mode contributes \(-4\pi\gamma|n_{\mathbf q}|^2/(Vq^2)\) to \(U_{\epsilon_s}-U_{\epsilon_\infty}\). Equating this to \(-M_q^2|n_{\mathbf q}|^2/\omega\) yields

\[
M_q^2=\frac{4\pi\omega\gamma}{Vq^2}.
\]

This is the Fröhlich coupling. The factor \(1/q^2\) expresses the long range of the electric field of an LO phonon.

## (b) Where does \(q_z\) enter the golden-rule rate?

Split \(\mathbf q=(\mathbf Q,q_z)\), and let \(N=1/(e^{\omega/T}-1)\) be the phonon number, with \(T\) the thermal energy. Write the rate from \((m,\mathbf k)\) into empty states of subband \(n\), and isolate the sum over \(q_z\).

**Solution.** Absorption contains \(e^{i\mathbf q\cdot\mathbf r}\). Its matrix element vanishes unless \(\mathbf k'=\mathbf k+\mathbf Q\), and then equals

\[
F(q_z)=\int\rho(z)e^{iq_zz}dz,\qquad
\rho(z)=\varphi_n^*(z)\varphi_m(z).
\]

Emission contains \(e^{-i\mathbf q\cdot\mathbf r}\), which gives \(\mathbf k'=\mathbf k-\mathbf Q\) and \(F(-q_z)\). The sum runs over both signs of \(q_z\) and \(M_q\) is even, so the two processes have the same perpendicular sum. In both, \(Q=|\mathbf k-\mathbf k'|\).

The squared phonon matrix elements are \(N+1\) for emission and \(N\) for absorption. Both are written \(N_\pm=N+\frac12\pm\frac12\), with the upper sign for emission. Fermi's golden rule gives

\[
W=2\pi N_\pm\sum_{\mathbf k'}\sum_{q_z}M_q^2|F(q_z)|^2\,
\delta\!\left(\frac{k'^2}{\mu}-\varepsilon\right),\qquad
\varepsilon=\frac{k^2}{\mu}+E_m-E_n\mp\omega .
\]

Because \(\omega\) does not depend on \(q_z\), neither \(N_\pm\) nor the delta function does. If \(\omega\) varied with \(q_z\), this separation would fail.

Let \(V=\mathcal A\ell\), where \(\ell\) is the length of the crystal along \(z\), not the width of the well. Then \(\sum_{q_z}\to(\ell/2\pi)\int dq_z\), the length \(\ell\) cancels, and

\[
W=\frac{4\pi\omega\gamma}{\mathcal A}N_\pm\sum_{\mathbf k'}
\delta\!\left(\frac{k'^2}{\mu}-\varepsilon\right)
\int_{-\infty}^{\infty}\frac{|F(q_z)|^2}{Q^2+q_z^2}\,dq_z .
\]

The prefactor is \(2\pi\cdot(\ell/2\pi)\cdot4\pi\omega\gamma/(\mathcal A\ell)\).

## (c) What remains after integrating over \(q_z\)?

Carry out the \(q_z\) integral for arbitrary bound envelopes.

**Solution.** Write the squared form factor as a double integral,

\[
|F(q_z)|^2=\iint\rho(z)\rho^*(z')e^{iq_z(z-z')}\,dz\,dz' .
\]

For \(Q>0\) the factor \(1/(Q^2+q_z^2)\) makes everything absolutely convergent, so the \(q_z\) integral may be done first. Put \(s=z-z'\). For \(s>0\) close the contour in the upper half-plane, where the pole \(q_z=iQ\) has residue \(e^{-Qs}/(2iQ)\). Multiplication by \(2\pi i\) gives \(\pi e^{-Qs}/Q\). For \(s<0\) the lower half-plane gives the same result with \(-s\). Thus

\[
\int_{-\infty}^{\infty}\frac{e^{iq_zs}}{Q^2+q_z^2}dq_z=\frac{\pi}{Q}e^{-Q|s|},
\qquad
\int_{-\infty}^{\infty}\frac{|F|^2}{Q^2+q_z^2}dq_z=\frac{\pi}{Q}H(Q),
\]

\[
H(Q)=\iint\rho(z)\,e^{-Q|z-z'|}\,\rho^*(z')\,dz\,dz' .
\]

This is the nonlocal form factor. It joins the overlap density at one height to that at another, over a distance of order \(1/Q\). The kernel has an electrostatic meaning: \(4\pi/q^2\) is the three-dimensional transform of \(1/r\), and integrating it over \(q_z/2\pi\) gives \(2\pi e^{-Q|s|}/Q\), the in-plane transform of \(1/r\) between two planes a distance \(|s|\) apart.

## (d) What is the scattering rate?

Sum over the final in-plane momentum.

**Solution.** Inserting (c) into (b) gives the prefactor \(4\pi^2\omega\gamma/\mathcal A\). The spin is unchanged, so \(\sum_{\mathbf k'}\to\mathcal A/(4\pi^2)\int d^2k'\), and

\[
W=\omega\gamma N_\pm\int d^2k'\,\frac{H(Q)}{Q}\,
\delta\!\left(\frac{k'^2}{\mu}-\varepsilon\right).
\]

With \(u=k'^2/\mu\) one has \(k'dk'=(\mu/2)du\). For \(\varepsilon>0\) the delta function then leaves an angular integral:

\[
\boxed{W=\frac{\mu\omega\gamma}{2}\,N_\pm\int_0^{2\pi}\frac{H(Q)}{Q}\,d\theta},
\]

\[
Q^2=k^2+k'^2-2kk'\cos\theta,\qquad k'^2=k^2+\mu(E_m-E_n\mp\omega).
\]

For \(\varepsilon<0\) the rate is zero. At an emission threshold with \(k>0\), \(k'\to0\) and \(Q\to k\), so the rate jumps from zero to \(\pi\mu\omega\gamma N_+H(k)/k\). The step comes from the constant density of states of a two-dimensional parabolic band; collision broadening, absent here, would smooth it. If final states are partly occupied, the integrand acquires the factor \(1-f_{n\mathbf k'}\).

## (e) How does the form factor behave for small and large \(Q\)?

Find the two limits, show whether they bound \(H\), and evaluate the sum of \(H\) over all final subbands at fixed \(Q\).

**Solution.** The rate contains

\[
\frac{H(Q)}{Q}=\frac1\pi\int_{-\infty}^{\infty}\frac{|F(q_z)|^2}{Q^2+q_z^2}dq_z ,
\]

which is positive and falls monotonically as \(Q\) grows.

*Large \(Q\).* Dropping \(q_z^2\) from the denominator can only increase the integral. With Parseval's relation \(\int|F|^2dq_z=2\pi\int|\rho|^2dz\),

\[
H(Q)\le\frac2Q\int|\rho(z)|^2dz .
\]

When \(Q\) greatly exceeds the momenta contained in \(F\), the dropped term is negligible and the bound becomes the limit. In real space, \(e^{-Q|z-z'|}\) has then shrunk to \((2/Q)\delta(z-z')\), and the form factor is local.

*Small \(Q\), \(m\ne n\).* Orthogonality gives \(\int\rho\,dz=0\). The function \(P(z)=\int_{-\infty}^z\rho\,dz'\) therefore vanishes at both ends, and integration by parts gives \(F(q_z)=-iq_z\tilde P(q_z)\), with \(\tilde P\) the transform of \(P\). Since \(q_z^2/(Q^2+q_z^2)\le1\),

\[
H(Q)\le\frac Q\pi\int|\tilde P|^2dq_z=2Q\int|P(z)|^2dz .
\]

The two sides agree to leading order as \(Q\to0\). Hence \(H/Q\) stays finite there, in spite of the \(1/q^2\) coupling. This matters when the subband spacing equals \(\omega\): downward emission then has \(k'=k\), and \(Q=0\) is allowed.

*Small \(Q\), \(m=n\).* Now \(\int\rho\,dz=1\) and \(H\to1\), so \(H/Q\) grows as \(1/Q\). The rate is still finite, because a process inside one subband changes the kinetic energy by \(\omega\), and \(Q\ge|k-k'|>0\).

*Sum over subbands.* If \(n\) runs over a complete set, continuum included, then \(\sum_n\varphi_n^*(z)\varphi_n(z')=\delta(z-z')\), and

\[
\sum_nH_{mn}(Q)=\iint\varphi_m(z)\varphi_m^*(z')\,\delta(z-z')\,e^{-Q|z-z'|}dz\,dz'=1 .
\]

This holds at one fixed \(Q\). It is not a sum rule for rates, since energy conservation assigns a different \(Q\) to each final subband and closes many of them.

## (f) What is \(H\) for an infinite well?

Evaluate it for \(\varphi_n=\sqrt{2/L}\sin(n\pi z/L)\), \(0<z<L\).

**Solution.** The product of sines is a difference of cosines:

\[
\rho(z)=\frac1L(\cos az-\cos bz),\quad
a=\frac{(m-n)\pi}{L},\quad b=\frac{(m+n)\pi}{L}.
\]

For \(p=a\) or \(b\), define \(g_p(z)=\int_0^Le^{-Q|z-z'|}\cos(pz')dz'\). Differentiating twice, with the kink of the kernel at \(z'=z\) included, gives

\[
g_p''-Q^2g_p=-2Q\cos pz,\qquad g_p'(0)=Qg_p(0),\qquad g_p'(L)=-Qg_p(L).
\]

The boundary conditions hold because at each end all sources lie on one side. Try

\[
g_p=C_p\cos pz+\alpha e^{-Qz}+\beta e^{-Q(L-z)},\qquad C_p=\frac{2Q}{Q^2+p^2}.
\]

The derivative of \(\cos pz\) vanishes at both ends, and \(\cos pL=\sigma\) with \(\sigma=(-1)^{m+n}\) for both values of \(p\). At \(z=0\),

\[
-\alpha+\beta e^{-QL}=C_p+\alpha+\beta e^{-QL}\quad\Rightarrow\quad\alpha=-\frac{C_p}{2}.
\]

At \(z=L\),

\[
-\alpha e^{-QL}+\beta=-\sigma C_p-\alpha e^{-QL}-\beta\quad\Rightarrow\quad\beta=-\frac{\sigma C_p}{2}.
\]

Next project on \(\cos rz\), with \(r=a\) or \(b\):

\[
T_r=\int_0^Le^{-Qz}\cos rz\,dz=\frac{Q(1-\sigma e^{-QL})}{Q^2+r^2}.
\]

Reflection \(z\to L-z\) shows that the other exponential gives \(\sigma T_r\). The two edge terms add to \(\alpha T_r+\beta\sigma T_r=-C_pT_r\). The cosine term contributes \(C_pL(1+\delta_{p0})/2\) when \(r=p\), and zero otherwise. Therefore

\[
I_{pr}=\int_0^L g_p\cos rz\,dz=\frac{QL(1+\delta_{p0})}{Q^2+p^2}\delta_{pr}
-\frac{2Q^2(1-\sigma e^{-QL})}{(Q^2+p^2)(Q^2+r^2)} .
\]

Now \(H=(I_{aa}+I_{bb}-2I_{ab})/L^2\), and the edge terms form a perfect square. With \(x=QL\), \(A=x^2+\pi^2(m-n)^2\) and \(B=x^2+\pi^2(m+n)^2\),

\[
H_{mn}=\frac{(1+\delta_{mn})x}{A}+\frac xB
-2x^2\left[1-(-1)^{m+n}e^{-x}\right]\left(\frac1A-\frac1B\right)^2 .
\]

For \(m=2,n=1\) and small \(x\), the first two terms give \(H\to x(1/\pi^2+1/9\pi^2)=10x/(9\pi^2)\approx0.1126\,x\). For large \(x\), \(H\to2/x\) when \(m\ne n\) and \(H\to3/x\) when \(m=n\). For \(m=n\) and small \(x\), the first term is \(2/x\) and the last is \(-2/x+1+O(x)\). The divergences cancel and \(H\to1\), as (e) requires.

## (g) Does a very wide well recover bulk scattering?

Let \(L\to\infty\) with \(k_z=m\pi/L\) and \(k_z'=n\pi/L\) held fixed.

**Solution.** For \(m\ne n\), dividing the result of (f) by \(Q\) gives

\[
\frac{H}{Q}=\frac1L\left[\frac1{Q^2+(k_z-k_z')^2}+\frac1{Q^2+(k_z+k_z')^2}\right]+O(L^{-2}).
\]

The extra term at \(n=m\) belongs to a single subband and disappears as \(1/L\). The sum over \(n\) becomes \((L/\pi)\int_0dk_z'\), and the second fraction extends the first to negative \(k_z'\). Hence

\[
\sum_nW\to\frac{\mu\omega\gamma}{2\pi}N_\pm\int dk_z'\int_0^{2\pi}
\frac{d\theta}{Q^2+(k_z-k_z')^2},
\]

where \(k_z'\) covers all values allowed by energy conservation. This is the three-dimensional golden rule,

\[
W_{3D}=\frac{\omega\gamma}{\pi}N_\pm\int\frac{d^3p'}{|\mathbf p-\mathbf p'|^2}\,
\delta\!\left(\frac{p'^2-p^2}{\mu}\pm\omega\right),
\]

after its in-plane radial integral has supplied \(\mu/2\). In spherical coordinates the delta function gives \(\mu p'/2\), and the solid angle gives \((2\pi/pp')\ln[(p+p')/|p-p'|]\), so

\[
W_{3D}=\frac{\mu\omega\gamma}{p}N_\pm\ln\frac{p+p'}{|p-p'|}.
\]

A numerical test of emission from subband 1000, at one chosen energy and direction of motion, gives a ratio of 1.0002 between the subband sum and the bulk rate. Perpendicular momentum conservation has returned: \(|F(q_z)|^2\) is now concentrated at \(q_z=\pm(k_z-k_z')\) and \(q_z=\pm(k_z+k_z')\), in peaks whose width shrinks as \(1/L\). Each fraction in \(H/Q\) is the coupling factor \(1/q^2\) at one of these momenta.

## (h) How fast is emission from the second subband to the first?

Take an infinite well with round model parameters: \(\mu=0.1\), \(\epsilon_\infty=10\), \(\epsilon_s=12\), \(\omega=0.003\) Ry, \(T=0.002\) Ry and \(L=200\,a_0\). The electron starts at \(k=0\) in subband 2.

**Solution.** The first level is \(E_1=\pi^2/(\mu L^2)=0.002467\) Ry, and \(E_2-E_1=3E_1=0.007402\) Ry. This exceeds \(\omega\), so emission is allowed. Since \(k=0\), a single \(Q\) contributes:

\[
Q=\sqrt{0.1\,(0.007402-0.003)}=0.02098\,a_0^{-1},\qquad x=QL=4.196 .
\]

Then \(A=27.48\), \(B=106.4\), and the three terms of \(H\) are

\[
H_{21}=0.1527+0.0394-0.0261=0.166 .
\]

With \(\gamma=1/60\) and \(N+1=1.287\), the angular integral is a factor \(2\pi\):

\[
W=\frac{0.1\times0.003}{2\times60}\times1.287\times2\pi\times\frac{0.1661}{0.02098}
=1.60\times10^{-4}\ \mathrm{Ry}/\hbar ,
\]

or \(3.3\ \mathrm{ps}^{-1}\). The inverse, 0.30 ps, is the time constant of this channel alone; the electron can also absorb phonons. The rate times \(\hbar\) is about 5% of \(\omega\), but this is not the whole energy broadening. The other channels of the initial state contribute too, and so does the decay of the final state, whose in-plane energy of 0.0044 Ry exceeds \(\omega\) and allows it to emit a phonon in turn. Added together, the golden-rule rates of all these channels, times \(\hbar\), come to about a third of \(\omega\). Sharp energy conservation is therefore only a rough assumption of this estimate.

*Nonlocality.* The small-\(Q\) expression would give \(H=0.472\) and the local one 0.477. Both are upper bounds, and using the local one as a value would overestimate the rate by a factor of 2.9. They nearly coincide because \(0.1126\,x\) and \(2/x\) cross at \(x\approx4.2\), where this example happens to lie. The fields from different heights in the well must be added with the full exponential kernel. \(H_{21}\) itself has a flat maximum of 0.167 at \(x=4.9\), but the rate contains \(H/Q\), which has no such maximum.

*Moving electrons.* If the electron in subband 2 has in-plane energy \(\omega\), the rate is \(1.29\times10^{-4}\) Ry/\(\hbar\), 20% less than at rest. Then \(k=0.0173\) and \(k'=0.0272\,a_0^{-1}\), so \(Q\) ranges from 0.0099 to \(0.0445\,a_0^{-1}\). The small values raise the integrand and the large ones lower it; the computed average shows that the lowering prevails.

*Scattering within subband 1.* Absorption from \(k=0\) has \(Q=\sqrt{\mu\omega}=0.0173\,a_0^{-1}\) and \(H=0.550\). Its \(H/Q\) is 4.0 times that of the 2→1 emission, but the phonon factor is smaller by \(N/(N+1)=0.223\). The product, 0.89, explains the rate of \(1.43\times10^{-4}\) Ry/\(\hbar\). Emission within subband 1 at in-plane energy \(2\omega\) has the larger rate \(5.29\times10^{-4}\) Ry/\(\hbar\).

*Completeness.* At \(x=4.196\) the sum of \(H_{2n}\) is 0.707 up to \(n=3\), 0.917 up to \(n=10\) and 0.99996 up to \(n=20000\). The slow approach follows from (f): for large \(n\), \(H_{2n}\approx2x/(\pi^2n^2)\), so the part beyond \(n_{\max}\) is about \(2x/(\pi^2n_{\max})\), or \(4\times10^{-5}\) in the last case.

The numerical output also compares the closed form of \(H\) with the \(q_z\) integral and the double space integral; the largest absolute difference is \(7\times10^{-12}\). A direct integration over phonon momenta, with a narrow Gaussian in place of the energy delta function, reproduces the three emission rates above, and a rate of absorption within subband 1 at in-plane energy \(\omega/2\), to a relative difference of about \(5\times10^{-5}\) or less. These comparisons test the integrations, not the model: in a real well, barrier penetration changes \(\rho\), and the bulk modes give way to confined and interface phonons. In the dielectric continuum picture the contributions of these modes add up to the kernel \(e^{-Q|z-z'|}\) when well and barrier have the same \(\omega\), \(\epsilon_\infty\) and \(\epsilon_s\); the result changes through the mismatch of the two materials.

## Values computed for the example and the checks

```
band mass mu = 0.100 electron masses
fast dielectric constant = 10.0
static dielectric constant = 12.0
gamma = 0.016667 (dimensionless)
phonon energy omega = 0.0030 Ry
thermal energy = 0.0020 Ry
phonon number N = 0.28722
well width L = 200.0 a0
subband energy E1 = 0.002467 Ry
subband energy E2 = 0.009870 Ry
subband spacing E2-E1 = 0.007402 Ry
2->1 emission, k=0: Q = 0.020981 1/a0
2->1 emission, k=0: x = Q L = 4.19629
2->1 emission, k=0: H = 0.166084
small-Q bound on this H = 0.472414
local (large-Q) bound on this H = 0.476612
local bound / H = 2.8697
small-Q slope of H21 against x = 0.112579
large-Q coefficient of H21, x*H -> 2.000000
H21 is largest at x = 4.905
largest H21 = 0.167418
2->1 emission rate, k=0 = 1.60053e-04 Ry/hbar
2->1 emission rate, k=0 = 3.3084 1/ps
2->1 emission lifetime, k=0 = 0.3023 ps
2->1 emission rate, in-plane energy omega = 1.28742e-04 Ry/hbar
1->1 emission rate, in-plane energy 2 omega = 5.28668e-04 Ry/hbar
1->1 absorption, k=0: Q = 0.017321 1/a0
1->1 absorption, k=0: H = 0.549690
1->1 absorption rate, k=0 = 1.43182e-04 Ry/hbar
sum of H2n at the same x, n up to 3 = 0.706627
sum of H2n at the same x, n up to 10 = 0.916611
sum of H2n at the same x, n up to 20000 = 0.999957
largest difference between three routes to H = 7.0e-12
largest relative difference, direct rate = 4.5e-05
wide-well initial subband index = 1000
wide-well rate / bulk rate = 1.00019
```
